\section*{Why cooling can protect porous dielectrics by filling their pores}

\section{An open pore and a misleading vapour pressure}

A porous dielectric in a plasma can be damaged below its surface by radicals that travel along the pores. If a radical is lost in one wall collision out of ten thousand, a pore of radius 1.5 nm lets it penetrate about 170 nm. Cooling the wafer can shorten this path by filling the pore with liquid, but the vapour pressure of a flat liquid does not tell us when. In the example below, a flat film on a wafer at 165 K needs 33 dyn/cm$^2$ of vapour in the warm chamber gas, while the chamber supplies 10 dyn/cm$^2$ (1 Pa). Judged by the flat surface, nothing condenses. The pore nevertheless fills.

Two questions must be kept apart: what makes the pore fill, and how much a filled pore protects. Filling slows radicals without making their transport zero, so the second answer does not follow from the first.

The model is a long cylindrical pore of radius $r$, closed at its inner end and given time to fill. The condensate is a liquid that does not attack the dielectric. Its surface tension $\gamma$, molecular volume $v$ and heat of vaporization per molecule $L$ are constant. Adsorbed films, curvature corrections to $\gamma$, freezing, ions and ultraviolet damage are left out. At nanometre radii these omissions make the thresholds estimates. Units are Gaussian.

\section{First contribution: the pore wall}

Let $V$ be the pore volume and $A$ its wall area. At given temperature and chemical potential, the grand potentials of the empty and filled pore are
\begin{align}
\Omega_{\rm empty}&=-pV+\gamma_{sv}A,\\
\Omega_{\rm filled}&=-p_lV+\gamma_{sl}A,
\end{align}
where $p$ and $p_l$ are the vapour and liquid pressures, and $\gamma_{sv}$ and $\gamma_{sl}$ are the wall tensions against vapour and liquid. End areas are negligible in a long pore. Equating the two and using Young's law, $\gamma_{sv}-\gamma_{sl}=\gamma\cos\theta$, gives
\begin{equation}
p_l-p=-\gamma\cos\theta\,\frac{A}{V}=-\frac{2\gamma\cos\theta}{r},
\end{equation}
since $A/V=2\pi r\ell/(\pi r^2\ell)=2/r$ for length $\ell$. A wetting liquid in the pore is under lower pressure than the vapour.

Now measure the chemical potential $\mu$ from its value $\mu_s$ at flat-surface saturation, where both phases have pressure $p_s$. For an ideal vapour and an incompressible liquid,
\begin{equation}
\mu-\mu_s=k_BT\ln\frac{p}{p_s},\qquad \mu-\mu_s=v(p_l-p_s).
\end{equation}
Inserting $p_l$ gives
\begin{equation}
k_BT\ln\frac{p}{p_s}=v(p-p_s)-\frac{2\gamma v\cos\theta}{r}.
\end{equation}
The first term on the right is negligible against $k_BT$, because a molecule occupies far less volume in the liquid than in the vapour. The filling threshold is therefore the Kelvin equation,
\begin{equation}
p=p_s(T)e^{-w/k_BT},\qquad w=\frac{2\gamma v\cos\theta}{r}.
\label{kelvin}
\end{equation}
For $\theta<90^\circ$ we have $w>0$, and the pore fills below saturation. For $\theta>90^\circ$ the sign reverses, and the mechanism is lost. As $r\to\infty$, $w\to0$ and the flat-surface condition returns.

\section{Second contribution: the saturation pressure}

Along the flat coexistence line the chemical potentials of vapour and liquid change equally:
\begin{equation}
-s_g\,dT+v_g\,dp_s=-s_l\,dT+v\,dp_s .
\end{equation}
Here $s_g,s_l$ are entropies per molecule and $v_g$ is the vapour volume per molecule. With $s_g-s_l=L/T$ and $v_g-v\simeq k_BT/p_s$,
\begin{equation}
\frac{dp_s}{dT}=\frac{L}{T(v_g-v)}\simeq\frac{Lp_s}{k_BT^2}.
\end{equation}
Dividing by $p_s$ and integrating from a reference point $(T_0,p_0)$ gives
\begin{equation}
p_s(T)=p_0\exp\left[-\frac{L}{k_B}\left(\frac1T-\frac1{T_0}\right)\right].
\label{cc}
\end{equation}

At fixed $p$, let $T_s$ be the flat-surface saturation temperature and $T_c$ the pore-filling temperature. Equations (\ref{kelvin}) and (\ref{cc}) give
\begin{equation}
\ln\frac p{p_0}-\frac{L}{k_BT_0}=-\frac{L}{k_BT_s}=-\frac{L+w}{k_BT_c},
\end{equation}
and hence
\begin{equation}
T_c=T_s\left(1+\frac wL\right).
\label{window}
\end{equation}
Between $T_s$ and $T_c$ the pore is full and a flat surface carries no bulk film. Below $T_s$ bulk liquid can grow on flat surfaces as well.

These relations were tested on a mean-field lattice gas in a slit, for which $A/V=2/h$ at width $h$. Energies are in units of the bond energy. Comparing the computed empty and filled states gave $w=0.01307$; the wall tensions predict $0.01305$. At fixed pressure the temperature shift was $0.00220$, against $0.00222$ from $T_sw/L$. A wider slit was still empty when the narrow one filled. This test used a slit 30 sites wide, a partly wetting wall and $w/k_BT\simeq0.02$, far from the example below, where $\theta=0$, the radius is about three molecular sizes and $w/k_BT\simeq1.8$. A wall attractive enough to hold an adsorbed layer narrows the free width: at a wall attraction of 1.5 the same lattice gas gives $w$ about 10\% above the Kelvin value at 30 sites and about 55\% above it at 6 sites. The slope of $\ln p_s$ exceeded $L/(k_BT^2)$ by 4\%. By the Clapeyron equation this means that $p_s(v_g-v)$ is slightly below $k_BT$ in that model: its vapour is not quite ideal and its liquid volume not quite negligible.

\section{A smaller contribution: warm gas above a cold wafer}

Suppose that molecules reach the wafer without first cooling to its temperature. This is the free-molecular limit, which needs a mean free path longer than the distance over which the gas temperature changes. At 1 Pa the mean free path of the model vapour is only a few millimetres, so in a chamber centimetres deep the gas next to the wafer is partly cooled and the correction is smaller than the factor derived here. With no correction at all, the thresholds of 33 and 5.8 dyn/cm$^2$ found below become 24.8 and 4.3 dyn/cm$^2$, still on either side of the supplied pressure. The flux of a Maxwellian gas onto a surface follows from the velocity component $u$ towards it:
\begin{equation}
J=\frac{p}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty u\,e^{-mu^2/2k_BT}du
=\frac{p}{\sqrt{2\pi mk_BT}},
\end{equation}
because the integral equals $k_BT/m$. Here $m$ is the vapour molecule's mass. Chamber gas at $(p_g,T_g)$ acts on a wafer at $T$ like vapour of pressure $p$ at temperature $T$ if the fluxes agree. Assuming equal sticking probabilities,
\begin{equation}
p=p_g\sqrt{T/T_g}.
\end{equation}
The chamber pressure needed to fill the pore is thus
\begin{equation}
p_g^{\rm fill}(T)=p_s(T)e^{-w/k_BT}\sqrt{T_g/T}.
\label{fill}
\end{equation}
An etch by-product arriving from the gas obeys the same filling condition, with its own $p_s$ and $w$ and with $p$ fixed by its flux onto the surface.

Since $p$ now varies as $\sqrt T$, subtracting the logarithmic conditions at $T_s$ and $T_c$ changes the previous relation to
\begin{equation}
\frac{L+w}{k_BT_c}=\frac{L}{k_BT_s}-\frac12\ln\frac{T_c}{T_s}.
\end{equation}
The last term raises $T_c$ slightly above (\ref{window}).

\section{Weighing the causes of filling}

Take round model parameters: $L/k_B=3500$ K, $p_0=10^6$ dyn/cm$^2$ at $T_0=330$ K, $\gamma=30$ erg/cm$^2$, $v=10^{-22}$ cm$^3$, $\theta=0$ and $r=1.5$ nm. The gas is at 300 K and 10 dyn/cm$^2$, the wafer at 165 K. Then
\begin{align}
\frac w{k_B}&=\frac{2(30)(10^{-22})}{(1.5\times10^{-7})k_B}\ {\rm K}\simeq290\ {\rm K},\\
p_s(165\,{\rm K})&=10^6e^{-3500(1/165-1/330)}\simeq24.8\ {\rm dyn/cm^2},
\end{align}
with $k_B$ in erg/K in the first line. Equation (\ref{fill}) gives
\begin{equation}
p_g^{\rm fill}=24.8\,e^{-290/165}\sqrt{300/165}\simeq5.8\ {\rm dyn/cm^2}.
\end{equation}
The supplied 10 dyn/cm$^2$ lies above this value and below the 33 dyn/cm$^2$ needed for a flat film. The margin is limited: if $\gamma\cos\theta$ were less than about 0.69 of the value used here, the pore would stay open at this pressure. The constant $L$ matters as well. In a real liquid $L$ usually grows on cooling, because the liquid has the larger heat capacity. A difference of $4k_B$ per molecule, applied from 330 K down, would lower the flat-film threshold from 33 to 9.8 dyn/cm$^2$, and the flat surface would then collect liquid too. For a real substance, $p_s$ should therefore be taken from data near the wafer temperature. Returning to constant $L$ and solving for temperature at the supplied pressure gives $T_s\simeq156$ K and $T_c\simeq169$ K, a window of 13 K. The closed form (\ref{window}) is only 0.3 K below the numerical $T_c$.

On a 300 K wafer the same pore would need $1.3\times10^5$ dyn/cm$^2$. The logarithm of the ratio of thresholds separates into three parts:
\begin{equation}
\ln\frac{p_g^{\rm fill}(300)}{p_g^{\rm fill}(165)}
=\underbrace{9.55}_{p_s}+\underbrace{0.79}_{w/k_BT}-\underbrace{0.30}_{\rm flux}=10.04 .
\end{equation}
The flux term is $\frac12\ln(300/165)$ and opposes filling. The fall in saturation pressure thus does nearly all the work of bringing the threshold within reach of a plasma. The wall has a different role: at 165 K it lowers the threshold from 33 to 5.8 dyn/cm$^2$, so that the pore fills while the flat surface does not.

The wall also selects by size. Setting the effective pressure, $10\sqrt{165/300}=7.4$ dyn/cm$^2$, equal to the right side of (\ref{kelvin}) and solving for the radius gives
\begin{equation}
r_{\max}=\frac{2\gamma v}{k_BT\ln(p_s/p)}\simeq2.2\ {\rm nm}.
\end{equation}
Wider pores stay open and can still carry radicals past the filled ones.

\section{Radical transport in the open pore}

Let radicals leave the wall with a cosine distribution and cross the pore without gas collisions. Let $\chi$ be the angle from the pore axis, and $\alpha$ the angle from the wall normal within the cross-section. The emission probability is $\sin^2\chi\cos\alpha\,d\chi\,d\alpha/\pi$. The chord in the cross-section is $2r\cos\alpha$, so the axial jump is $z=2r\cos\alpha\cot\chi$, and
\begin{align}
\langle z^2\rangle&=\frac{4r^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha
\int_0^\pi\cos^2\chi\,d\chi\nonumber\\
&=\frac{4r^2}{\pi}\,\frac43\,\frac\pi2=\frac{8r^2}{3}.
\end{align}
The path length is $2r\cos\alpha/\sin\chi$, with mean
\begin{equation}
\frac{2r}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha\int_0^\pi\sin\chi\,d\chi
=\frac{2r}{\pi}\,\frac\pi2\,2=2r.
\end{equation}
Emitted speeds are weighted by an extra factor of speed, so their mean inverse is $1/\bar v$, where $\bar v$ is the mean speed in the gas. The mean flight time is $\tau=2r/\bar v$. The Knudsen diffusivity is therefore
\begin{equation}
D_K=\frac{\langle z^2\rangle}{2\tau}=\frac{2r\bar v}{3}.
\end{equation}

For small loss probability $\beta$, the wall removes a flux $sn$ from local density $n$, with $s=\beta\bar v/4$. Multiplying by wall area per volume gives the loss rate $k_w=2s/r=\beta\bar v/(2r)$. In steady state $D_Kn''=k_wn$. With density $n_0$ at the mouth, the decaying solution is $n=n_0e^{-x/\lambda_o}$, where
\begin{equation}
\lambda_o=\sqrt{\frac{D_K}{k_w}}
=\sqrt{\frac{2r\bar v}{3}\,\frac{2r}{\beta\bar v}}
=\frac{2r}{\sqrt{3\beta}}.
\end{equation}
If a fixed fraction of wall losses causes damage, the damage rate is proportional to
\begin{equation}
M_o=\int_0^\infty k_wn\,dx=n_0k_w\lambda_o
\end{equation}
per pore cross-section.

For $\beta=10^{-4}$, $\lambda_o=3/\sqrt{0.0003}\simeq173$ nm. An integral equation that follows individual wall-to-wall flights tested the diffusion result. The decay depth agreed to better than 1\%, and the total loss was about 2\% below the formula. Diffusion omits the mouth region and rare long flights; their separate shares in the 2\% were not resolved. Flights nearly along the axis have $z\propto1/\chi$ and weight $\chi^2d\chi$, so the chance of exceeding $z$ falls as $z^{-3}$. Sufficiently deep in the pore this power law outlasts the exponential.

\section{Radical transport in the filled pore}

In the liquid, radicals have diffusivity $D_l$, and the condensate may consume them at rate $k_c$. Just inside the mouth their concentration is $Hn_0$, where $H$ is the liquid-to-gas concentration ratio. Assume the same wall velocity $s$ per local concentration as before. If $sr/D_l\ll1$, diffusion evens out the concentration across the pore, and
\begin{equation}
D_lc''=(k_w+k_c)c,\qquad
\lambda_f=\sqrt{\frac{D_l}{k_w+k_c}} .
\end{equation}
Losses to the condensate do not damage the wall. Hence $M_f=\int_0^\infty k_wc\,dx=Hn_0k_w\lambda_f$, and
\begin{equation}
\frac{M_f}{M_o}=H\frac{\lambda_f}{\lambda_o}
=H\sqrt{\frac{D_l}{D_K}}\sqrt{\frac{k_w}{k_w+k_c}} .
\label{ratio}
\end{equation}
The three factors are solubility, slow diffusion and sacrificial consumption.

For a radical of mass 20 u at 165 K, $D_K=4.2\times10^{-3}$ cm$^2$/s and $k_w=1.4\times10^7$ s$^{-1}$. Take $D_l=10^{-5}$ cm$^2$/s and $H=1$ as illustrative values, not data for a particular liquid at 165 K. With an inert condensate,
\begin{equation}
\frac{M_f}{M_o}=\sqrt{\frac{10^{-5}}{4.18\times10^{-3}}}\simeq0.049,
\qquad \lambda_f\simeq8.5\ {\rm nm}.
\end{equation}
With $k_c=10^8$ s$^{-1}$ the extra factor is $\sqrt{1.39/11.39}\simeq0.35$. The ratio becomes 0.017 and the depth 3.0 nm. Here $sr/D_l\simeq0.016$, and a radially resolved calculation confirmed both ratios to better than 1\%.

Diffusion contributes a factor of about 20 and consumption about 3. The latter has a price. The total radical uptake, $Hn_0(k_w+k_c)\lambda_f=Hn_0\sqrt{D_l(k_w+k_c)}$, rises by the same factor of about 3. If the reaction products leave the pore, the consumed condensate must be replenished, or the plug disappears.

\section{Where protection fails}

Solubility can cancel the benefit. For the inert liquid, (\ref{ratio}) reaches unity at $H=\lambda_o/\lambda_f\simeq20$; a more soluble radical does more damage in the filled pore than in the open one. This limit rests on the assumption that the liquid leaves the wall velocity $s$ per local concentration unchanged. Even at $H=1$ the wall at the mouth sees the original concentration. What is protected is the depth.

A short pore shows this clearly. For length $\ell$ and no flux through the closed end, the solution is $n_0\cosh[(\ell-x)/\lambda]/\cosh(\ell/\lambda)$, whose integral is $n_0\lambda\tanh(\ell/\lambda)$. Thus
\begin{equation}
\frac{M_f}{M_o}=H\,\frac{\lambda_f\tanh(\ell/\lambda_f)}{\lambda_o\tanh(\ell/\lambda_o)} .
\end{equation}
For $\ell\gg\lambda_o,\lambda_f$ this returns (\ref{ratio}). For $\lambda_f\ll\ell\ll\lambda_o$ it becomes $H\lambda_f/\ell$. For $\ell\ll\lambda_f,\lambda_o$ it tends to $H$: at $H=1$, filling a very short pore gives no protection in this steady-state model.

Cooling may also slow the wall reaction itself. In a pore much deeper than $\lambda_o$, $M_o=n_0\sqrt{D_Kk_w}$, so open-pore damage varies as $\sqrt s$ at fixed $D_K$. To imitate the factor 0.049 there without any liquid, $s$ would have to fall to $0.049^2\simeq0.0024$ of its value, at which $\lambda_o$ has grown to about 3.5 $\mu$m. In a shallower pore a smaller reduction of $s$ is enough. At a depth of 200 nm, filling with the inert liquid gives a damage ratio of about 0.06, and $s$ need fall only to about 0.04 of its value to imitate it. Less damage on a colder wafer is therefore not, by itself, evidence of blocked pores. A cleaner comparison holds the wafer at 165 K and moves the vapour pressure across 5.8 dyn/cm$^2$, with the radical density at the mouth kept constant. In this model, a change of damage at that threshold isolates pore filling from the temperature dependence of the surface chemistry. The numerical output below gives the remaining intermediate values.

\section*{Computed values}
\begin{verbatim}
Lattice saturation temperature: 0.6 bond energy/kB
Lattice slit width: 30 sites
Lattice wall attraction: 0.7 bond energy
Lattice w, direct: 0.013068 bond energy
Lattice w, from wall tensions: 0.013048 bond energy
Lattice temperature shift, direct: 0.0022016 bond energy/kB
Lattice temperature shift, formula: 0.0022157 bond energy/kB
Lattice log-pressure slope / ideal formula: 1.0409 (ratio)
Heat of vaporization / kB: 3500 K
Reference saturation pressure: 1e+06 dyn/cm^2
Reference temperature: 330 K
Surface tension: 30 erg/cm^2
Molecular volume: 1e-22 cm^3
Pore radius: 1.5 nm
Vapour partial pressure: 10 dyn/cm^2
Gas temperature: 300 K
Wafer temperature: 165 K
Capillary energy w / kB: 289.72 K
Flat-surface saturation temperature: 155.93 K
Pore condensation temperature, numerical: 169.14 K
Pore condensation temperature, closed form: 168.84 K
Filling window width: 13.214 K
Saturation pressure at wafer temperature: 24.765 dyn/cm^2
Saturation pressure at gas temperature: 3.4625e+05 dyn/cm^2
Effective vapour pressure at wafer: 7.4162 dyn/cm^2
Gas pressure to fill pore on cold wafer: 5.769 dyn/cm^2
Gas pressure for flat film on cold wafer: 33.394 dyn/cm^2
Gas pressure to fill pore on 300 K wafer: 1.3182e+05 dyn/cm^2
Largest filled pore radius: 2.1843 nm
Log threshold reduction from saturation pressure: 9.5455 (number)
Log threshold reduction from capillary factor: 0.79014 (number)
Radical mass: 20 u
Radical loss probability per wall hit: 0.0001 (number)
Radical mean speed: 41794 cm/s
Wall reaction velocity: 1.0449 cm/s
Wall loss rate: 1.3931e+07 1/s
Open-pore diffusivity: 0.0041794 cm^2/s
Liquid diffusivity: 1e-05 cm^2/s
Condensate consumption rate: 1e+08 1/s
Radical liquid/gas concentration ratio H: 1 (number)
Radial-gradient parameter s*r/D_liquid: 0.015673 (number)
Mean-square jump / radius squared: 2.6667 (number)
Integral-equation decay depth / formula: 1.0005 (ratio)
Integral-equation total loss / formula: 0.98141 (ratio)
Open-pore penetration depth: 173.21 nm
Filled depth, inert condensate: 8.4723 nm
Filled depth, consuming condensate: 2.9626 nm
Damage ratio, inert condensate: 0.048915 (ratio)
Resolved damage ratio, inert condensate: 0.048825 (ratio)
Damage ratio, consuming condensate: 0.017105 (ratio)
Resolved damage ratio, consuming condensate: 0.017048 (ratio)
H at which inert filling gives no protection: 20.444 (number)
\end{verbatim}
